\section*{Image-force lowering of a metal-dielectric barrier in a uniform field}

\section{Result and conventions}

A flat metal fills the half-space $x<0$ and a uniform dielectric fills $x>0$. An electron in the conduction band of the dielectric is pulled away from the metal by a constant force $F>0$. In atomic units its potential energy, measured from the Fermi level of the metal, is
\begin{equation}
V(x)=\Phi_0-\frac{1}{4\varepsilon x}-Fx .
\label{eq:V}
\end{equation}
It has one maximum, at the distance $x_m$, and the maximum lies below $\Phi_0$ by $\Delta$:
\begin{equation}
x_m=\frac{1}{2\sqrt{\varepsilon F}},\qquad
\Delta=\sqrt{\frac{F}{\varepsilon}},\qquad
V(x_m)=\Phi_0-\Delta .
\label{eq:result}
\end{equation}

Here $\Phi_0$ is the barrier without image force and field, and $\varepsilon$ is the relative permittivity with which the dielectric responds to the electron. The force $F$ equals the magnitude of the macroscopic electric field inside the dielectric, since the electron has charge $-1$. The field itself points toward the metal.

The metal is treated as a perfect conductor. The dielectric is isotropic, free of space charge and, at first, without a second electrode. The electron is a point charge, and the charges it induces are taken to follow its position.

\section{The image energy}

\subsection{Potential of the induced charge}

Place a unit positive charge at $x_0>0$ on the axis $\boldsymbol\rho=0$, where $\boldsymbol\rho$ is the position parallel to the surface. Its potential obeys $\varepsilon\nabla^2\phi=-4\pi\delta(\boldsymbol\rho)\delta(x-x_0)$ and vanishes on the metal. The applied field is added later. Write
\begin{equation}
\phi(\boldsymbol\rho,x)=\int\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot\boldsymbol\rho}\,\phi_k(x),
\qquad
\phi_k''-k^2\phi_k=-\frac{4\pi}{\varepsilon}\,\delta(x-x_0).
\end{equation}

Without the metal, the solution that decays on both sides is $A\,e^{-k|x-x_0|}$. Its slope jumps by $-2kA$ at $x_0$, and the equation requires a jump of $-4\pi/\varepsilon$. Hence $A=2\pi/(\varepsilon k)$.

The metal adds an induced part that has no source in the dielectric and decays for large $x$, so it has the form $B\,e^{-kx}$. The sum must vanish at $x=0$:
\begin{equation}
\frac{2\pi}{\varepsilon k}e^{-kx_0}+B=0
\quad\Rightarrow\quad
\phi_k^{\rm ind}(x)=-\frac{2\pi}{\varepsilon k}\,e^{-k(x+x_0)} .
\end{equation}
On the axis, $d^2k=2\pi k\,dk$ gives
\begin{equation}
\phi^{\rm ind}(x)=\int_0^\infty\frac{k\,dk}{2\pi}\,\phi_k^{\rm ind}(x)
=-\frac1\varepsilon\int_0^\infty e^{-k(x+x_0)}dk
=-\frac{1}{\varepsilon(x+x_0)} .
\label{eq:ind}
\end{equation}
This is the potential of an opposite charge at $-x_0$.

\subsection{From force to energy}

For an electron both the charge and its induced potential change sign, so the force is the same as for the positive charge. The potential must be differentiated with the source position $x_0$ held fixed, and only then is $x$ set equal to $x_0$:
\begin{equation}
f(x_0)=-\left.\frac{\partial\phi^{\rm ind}}{\partial x}\right|_{x=x_0}
=-\frac{1}{\varepsilon(2x_0)^2}=-\frac{1}{4\varepsilon x_0^2}.
\end{equation}
The minus sign means attraction to the metal. With the energy set to zero far from the metal,
\begin{equation}
U(x)=\int_x^\infty f(x')\,dx'
=-\int_x^\infty\frac{dx'}{4\varepsilon x'^2}
=-\frac{1}{4\varepsilon x}.
\label{eq:image}
\end{equation}

The product of charge and induced potential at the electron is $-1/(2\varepsilon x)$, twice this energy. The factor one half arises because the induced charge is not a fixed external charge: its image moves as the electron moves. The polarization energy of an electron deep in the dielectric is already part of the band edge, and therefore of $\Phi_0$.

\section{The barrier in the field}

The electrodes that produce the applied field are held at fixed potentials. The charges present on them before the electron arrives exert the constant force $F$, whose potential energy is $-Fx$, without a factor one half. Poisson's equation is linear, so this force adds to the image force, and Eq.~\eqref{eq:V} follows.

The first two derivatives are
\begin{equation}
V'(x)=\frac{1}{4\varepsilon x^2}-F,\qquad
V''(x)=-\frac{1}{2\varepsilon x^3}<0 .
\end{equation}
Setting $V'=0$ gives $x_m^2=1/(4\varepsilon F)$, and the positive root is the $x_m$ of Eq.~\eqref{eq:result}. Since $V''$ is negative for all $x>0$, this stationary point is the unique maximum. The two contributions to the lowering are equal there:
\begin{equation}
\frac{1}{4\varepsilon x_m}=\frac{2\sqrt{\varepsilon F}}{4\varepsilon}
=\frac12\sqrt{\frac F\varepsilon},
\qquad
Fx_m=\frac{F}{2\sqrt{\varepsilon F}}=\frac12\sqrt{\frac F\varepsilon}.
\end{equation}
Their sum is $\Delta$, which also gives $\Delta=2Fx_m$.

A form convenient for computation follows from $1/(4\varepsilon)=Fx_m^2$:
\begin{align}
\Phi_0-V(x)&=\frac{Fx_m^2}{x}+Fx
=\frac{F(x^2+x_m^2)}{x}\nonumber\\
&=\frac{F(x-x_m)^2}{x}+2Fx_m,\nonumber\\
V(x)&=\Phi_0-\Delta-\frac{F(x-x_m)^2}{x}.
\label{eq:square}
\end{align}
If the barrier is sampled on a grid of spacing $h\ll x_m$, some node lies within $h/2$ of the maximum. The sampled height is then too low by at most about $Fh^2/(4x_m)$.

As $F\to0^+$, the maximum moves to infinity and $\Delta\to0$. For $F\le0$, $V'$ is positive everywhere, so no interior maximum exists and Eq.~\eqref{eq:result} must not be used. An implementation should test the sign of $F$ before taking the root.

\section{Units and choice of permittivity}

In SI units the image energy is $-e^2/(16\pi\varepsilon_0\varepsilon x)$ and the force is $F=eE$, where $E$ is the field strength. The same steps give
\begin{equation}
\Delta=\sqrt{\frac{e^3E}{4\pi\varepsilon_0\varepsilon}},\qquad
x_m=\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon E}},
\end{equation}
with $\Delta$ in joules. For input in eV and angstrom, let $C=e^2/(4\pi\varepsilon_0)$. This is one hartree times one bohr, or $14.40$ eV\,angstrom, and
\begin{equation}
\Delta=\sqrt{\frac{CF}{\varepsilon}},\qquad
x_m=\frac12\sqrt{\frac{C}{\varepsilon F}} .
\label{eq:practical}
\end{equation}

Two permittivities can enter a calculation. The steady field is related to the electric displacement $D$ by the static value $\varepsilon_s$, so $F=|D|/\varepsilon_s$ in the atomic units used here. The image term contains the response to the moving electron. If the electron passes too quickly for the ions to follow, $\varepsilon$ is close to the electronic value; for slow passage it approaches $\varepsilon_s$. A single constant $\varepsilon$ idealizes a response that depends on time. If $D$ is the given quantity, the lowering is $\Delta=\sqrt{|D|/(\varepsilon_s\varepsilon)}$, and the two permittivities should remain separate inputs.

\section{Fermi-level pinning}

Pinning acts through $\Phi_0$. Charge transfer at the interface forms a dipole layer that shifts the band edge relative to the metal Fermi level. If this layer lies well inside $x_m$ and is treated as a rigid dipole of negligible thickness, it changes $V$ near the maximum by a constant, which is included in $\Phi_0$. In this idealization the lowering at given $F$ and $\varepsilon$ is independent of the degree of pinning. A real layer has a finite thickness and its charge responds to the applied field. The independence then survives if the image and the field see the same permittivity; if $\varepsilon\ne\varepsilon_s$, the lowering in general gains a term linear in $F$ whose size depends on the pinning, as described in the last section.

Let $S=d\Phi_0/d\Phi_M$ describe how the barrier follows the metal work function $\Phi_M$. At fixed $F$, the lowered barrier $\Phi_{\rm eff}=\Phi_0-\Delta$ has the same slope $S$. At fixed bias the slope is different, because the field changes with $\Phi_0$.

To see this, let a second metal at $x=t$ have the fixed barrier $\Phi_2$, and let the bias lower its Fermi level by the energy $U_b$. Without image terms, the band edge at $x=t$ can be written in two ways:
\begin{equation}
\Phi_0-Ft=\Phi_2-U_b
\quad\Rightarrow\quad
F=\frac{\Phi_0-\Phi_2+U_b}{t},\qquad
\frac{dF}{d\Phi_0}=\frac1t .
\label{eq:bias}
\end{equation}
Since $d\Delta/dF=1/(2\sqrt{\varepsilon F})=x_m$,
\begin{equation}
\frac{d\Phi_{\rm eff}}{d\Phi_M}
=S\left(1-x_m\frac{dF}{d\Phi_0}\right)
=S\left(1-\frac{x_m}{t}\right)
\quad\text{at fixed bias}.
\label{eq:slope}
\end{equation}
This holds for ideal metals with a rigid thin dipole layer and for $x_m\ll t$, where the image terms of the second metal are negligible. Raising the band edge at the first metal while its far end stays fixed raises it by a smaller amount at $x_m$. A pinning parameter obtained from lowered barriers at fixed bias therefore needs this correction. Equation~\eqref{eq:bias} also shows that the field follows from the full band-edge drop across the film, not from the bias alone.

If lowered barriers are known at several fields, all with $x_m\ll t$, with the same $\varepsilon$ and $\Phi_0$, and with no term linear in $F$ from the interface layer (such a term bends the line and biases both slope and intercept), a plot of $\Phi_{\rm eff}$ against $\sqrt F$ is a straight line. In atomic units its slope is $-1/\sqrt\varepsilon$, and its intercept is $\Phi_0$, the quantity to use in an analysis of pinning.

\section{A film between two metals}

A gate stack has a second electrode. For grounded metals at $x=0$ and $x=t$, the potential must be odd under reflection in either plane. A charge at $x$ then has images of the same sign at $x+2nt$ with $n\ne0$, and of opposite sign at $-x+2nt$ for all integers $n$. The forces from the same-sign images cancel in pairs. The opposite images lie at distances $2x$, $2(nt-x)$ and $2(nt+x)$, with $n\ge1$ in the last two, so
\begin{equation}
f(x)=-\frac{1}{4\varepsilon x^2}
+\frac{1}{4\varepsilon}\sum_{n=1}^\infty
\left[\frac{1}{(nt-x)^2}-\frac{1}{(nt+x)^2}\right].
\end{equation}
Integration of $-f$ gives the energy up to a constant. As $x\to0$, the charge and its nearest image form a dipole of vanishing moment, so the effect of the second metal must vanish. This fixes the constant:
\begin{align}
W(x)&=-\frac{1}{4\varepsilon x}
-\frac{1}{4\varepsilon}\sum_{n=1}^\infty
\left[\frac1{nt-x}+\frac1{nt+x}-\frac2{nt}\right]\nonumber\\
&=-\frac{1}{4\varepsilon x}
-\frac{x^2}{2\varepsilon t}\sum_{n=1}^\infty\frac{1}{n(n^2t^2-x^2)} .
\label{eq:film}
\end{align}
With $z=x/t$, the series for the digamma function $\psi$ turns this into
\begin{equation}
W(x)=\frac{\psi(z)+\psi(1-z)+2\gamma}{4\varepsilon t},
\label{eq:digamma}
\end{equation}
where $\gamma$ is Euler's constant. This form avoids truncating the sum.

For $x\ll t$, the $x^2$ in the last denominator of Eq.~\eqref{eq:film} can be dropped. The second metal then adds $\delta V=-\zeta(3)x^2/(2\varepsilon t^3)$, with $\zeta(3)=\sum_n n^{-3}\approx1.202$. Because $V'(x_m)=0$, the shift of the maximum affects its height only at second order, and to leading order the extra lowering is $-\delta V(x_m)$. Dividing by $\Delta=1/(2\varepsilon x_m)$ gives
\begin{equation}
\frac{\delta\Delta}{\Delta}\simeq\zeta(3)\left(\frac{x_m}{t}\right)^3 .
\label{eq:extra}
\end{equation}
The displacement of the maximum follows from $V''(x_m)\,\delta x+\delta V'(x_m)=0$:
\begin{equation}
\delta x\simeq-\frac{\delta V'(x_m)}{V''(x_m)}
=-\frac{\zeta(3)x_m/(\varepsilon t^3)}{1/(2\varepsilon x_m^3)}
=-2\zeta(3)\,\frac{x_m^4}{t^3}.
\end{equation}
The maximum moves toward the first metal. When $x_m/t$ is not small, $\Phi_0+W(x)-Fx$ should be maximized numerically on $0<x<t$. Since $W\to-\infty$ at both metals, the film has an interior maximum for either sign of $F$. At $F=0$ it lies at $t/2$, and the lowering is $\ln2/(\varepsilon t)$, not zero.

\section{Worked example}

Take the round model parameters $\Phi_0=2$ eV, $\varepsilon=4$ and $F=0.02$ eV/angstrom. Equation~\eqref{eq:practical} gives
\begin{align}
\Delta&=\sqrt{\frac{14.40\times0.02}{4}}\ \text{eV}
=0.268\ \text{eV}\quad(0.00986\ \text{hartree}),\\
x_m&=\frac12\sqrt{\frac{14.40}{4\times0.02}}\ \text{angstrom}
=6.71\ \text{angstrom}\quad(12.68\ \text{bohr}).
\end{align}
The image and field terms each contribute $0.134$ eV, and the remaining barrier is $2-0.268=1.732$ eV.

Equation~\eqref{eq:square} gives the profile. At $x=2$ angstrom the barrier is lower than its maximum by $0.02\times(4.708)^2/2=0.222$ eV, so $V=1.510$ eV. At 10 angstrom the difference is $0.02\times(3.292)^2/10=0.022$ eV, so $V=1.710$ eV. The profile is steeper on the metal side because of the factor $1/x$.

At fixed $\varepsilon$, a fourfold force doubles $\Delta$ and halves $x_m$:
\begin{center}
\begin{tabular}{ccc}
$F$ (eV/angstrom) & $x_m$ (angstrom) & $\Delta$ (eV)\\
0.005 & 13.42 & 0.134\\
0.020 & 6.71 & 0.268\\
0.080 & 3.35 & 0.537
\end{tabular}
\end{center}
These forces correspond to fields of 0.5, 2 and 8 MV/cm; the largest is near or above the breakdown field of common gate oxides. With $\varepsilon=20$ and the original force, $\Delta$ falls to $0.120$ eV and $x_m$ to $3.00$ angstrom. The choice of dielectric response thus changes the lowering by more than a factor of two in this example.

Now put a second metal at $t=50$ angstrom and keep $F$ fixed. Numerical maximization with Eq.~\eqref{eq:digamma} gives $\Delta=0.2691$ eV and $x_m=6.669$ angstrom, compared with $0.2683$ eV and $6.708$ angstrom for one metal. The extra lowering is $0.00079$ eV; the leading term, Eq.~\eqref{eq:extra}, gives $1.202\times(6.708/50)^3\times0.2683=0.00078$ eV. The second electrode is therefore negligible for the barrier height here. Its effect on the slope at fixed bias is larger: the factor in Eq.~\eqref{eq:slope} is $1-6.71/50=0.87$.

\section{Limits of use}

The divergence of the image energy at $x\to0$ is an artifact of the point-charge, sharp-surface model. Equation~\eqref{eq:result} needs $x_m$ to lie outside the region where atomic structure and the interface dipole matter. Values near 3 angstrom, as found above for the large force and for the large permittivity, are comparable to atomic spacings and should be read as estimates.

One correction can be included simply. A real metal screens over a finite depth, so the effective image plane lies at some $x_i$ instead of at $x=0$. In static linear response this plane is the centroid of the total induced surface charge, including the polarization charge of the dielectric at the interface, and the potential of the applied field is measured from the same plane. The formula below therefore assumes the same static permittivity in the image and field terms; if the two permittivities differ, the two planes generally differ as well. The offset grows with the permittivity: for a Thomas--Fermi metal with screening length $\lambda$ and unit background permittivity, $x_i=-\varepsilon\lambda$. The correction requires $|x_i|\ll x_m$; for $\varepsilon=20$ and $\lambda=0.5$ angstrom the offset is 10 angstrom against $x_m=3$ angstrom, and it fails. With $y=x-x_i$, and under this condition,
\begin{equation}
V=\Phi_0-\frac{1}{4\varepsilon y}-Fy .
\end{equation}
The maximum moves to $x_i+x_m$, but the lowering relative to $\Phi_0$ remains $\Delta$. If the field term is measured from a different plane $x_f$, as happens when $\varepsilon\ne\varepsilon_s$, then $V=\Phi_0-1/[4\varepsilon(x-x_i)]-F(x-x_f)$, the lowering becomes $\Delta+F(x_i-x_f)$, and the factor in Eq.~\eqref{eq:slope} becomes $1-(x_m+x_i-x_f)/(t-x_f)$. Both offsets depend on the interface layer, and so on the degree of pinning. When the two planes do coincide, both terms must be shifted. Shifting only the image term and leaving the field term at $x=0$ would change the lowering by a spurious $Fx_i$, whose magnitude is $0.02$ eV for an offset of 1 angstrom and the force in the example.

Space charge makes the field nonuniform, so $-Fx$ must then be replaced by the corresponding potential energy and the maximum found again. The result gives the height of a classical barrier. A current also depends on tunnelling through the barrier, for which the whole profile is needed. Passage over the top dominates only well above the temperature given by $k_BT_0=\sqrt{|V''(x_m)|/m}\,/(2\pi)$, with $m$ the effective mass. For the worked example and $m=0.5$, $T_0$ is about 560 K, so at room temperature the activation energy of the current lies well below $\Phi_0-\Delta$ and should not be read as the lowered barrier.
